# Foil thickness from convergent-beam fringes and the first fringe integer

## The problem

A silicon lamella is examined at 200 kV in a convergent-beam pattern, tilted so that 400 is the one strong reflection. The electron wavelength is $\lambda=2.508$ pm and the plane spacing is $d=0.135776$ nm. Six dark fringes are read on one side of the bright central band in the 400 disc. Their angular distances $\delta$ from the exact Bragg line, rounded to 0.01 mrad, are

$$0.78,\quad 1.51,\quad 2.15,\quad 2.76,\quad 3.36,\quad 3.95\ \text{mrad}.$$

The readings are synthetic: they were generated from a two-beam model without absorption. Find the foil thickness $t$ and the extinction distance $\xi$. Then determine what a wrong integer for the first fringe does to the straight-line plot, and how coarse the readings may become before the error is hidden.

The deviation $s$ measures how far the diffracted beam is from the Bragg condition. With $s_i$ its value at a dark fringe and $n_i$ the integer of that fringe, the method rests on

$$\left(\frac{s_i}{n_i}\right)^2=\frac1{t^2}-\frac1{\xi^2}\,\frac1{n_i^2}, \tag{1}$$

which is derived below.

## A tempting solution

Let $g=1/d=7.3651\ \text{nm}^{-1}$, without a factor $2\pi$. The deviation is $s=g\delta$, so the first fringe has $s=7.3651\times0.78\times10^{-3}=0.005745\ \text{nm}^{-1}$. The fringes are the first, second, third and so on, so they are numbered 1 to 6. The ordinates $(s/n)^2$, in units of $10^{-6}\ \text{nm}^{-2}$, are then

$$33.002,\ 30.921,\ 27.861,\ 25.826,\ 24.496,\ 23.510.$$

A least-squares line against $1/n^2$ has intercept $25.535\times10^{-6}\ \text{nm}^{-2}$, from which

$$t=\frac1{\sqrt{25.535\times10^{-6}}}\ \text{nm}=197.9\ \text{nm}.$$

The slope is $+8.318\times10^{-6}\ \text{nm}^{-2}$, where (1) requires a negative number. One is tempted to blame reading error for the slope, give up on $\xi$, and report the thickness, since that came from the intercept alone.

The fault is the numbering. The integer in (1) is not the fringe's place in the list, and a wrong integer damages the intercept as well as the slope. To see this, the origin of the integer is needed.

## Where the integer comes from

**Angle and deviation.** Take $\mathbf g$ parallel to the foil surface and the beam close to the foil normal. The incident wavevector has length $1/\lambda$ and component $k_x$ along $\mathbf g$. At the Bragg angle $k_x=-g/2$; a further tilt $\delta$ gives $k_x=-g/2-\delta/\lambda$. Diffraction adds $g$ to this component and leaves the length unchanged. The deviation is the resulting change of the normal component. For small angles,

$$s\simeq\frac{\lambda}{2}\left[k_x^2-(k_x+g)^2\right]=-\lambda g\left(k_x+\frac g2\right)=g\delta .$$

Since $2\theta_B=\lambda g$, this is also $s=(\lambda/d^2)\,\delta/(2\theta_B)$, so a length measured on the pattern needs only the distance between disc centres as its scale.

**Intensity.** Let $\phi_0$ and $\phi_g$ be the amplitudes of the direct and diffracted beams at depth $z$. With two beams and no absorption,

$$\phi_0'=\frac{i\pi}{\xi}\phi_g,\qquad \phi_g'=\frac{i\pi}{\xi}\phi_0+2\pi i s\,\phi_g,$$

with $\phi_0(0)=1$ and $\phi_g(0)=0$. Differentiating the second equation and inserting the first gives

$$\phi_g''=-\frac{\pi^2}{\xi^2}\phi_g+2\pi i s\,\phi_g'.$$

The first-derivative term is removed by writing $\phi_g=e^{i\pi sz}u$. Then $\phi_g'=e^{i\pi sz}(u'+i\pi su)$ and $\phi_g''=e^{i\pi sz}(u''+2i\pi su'-\pi^2s^2u)$. After substitution the terms in $u'$ cancel, and the terms in $u$ combine to

$$u''=-\pi^2\sigma^2u,\qquad \sigma^2=s^2+\frac1{\xi^2}.$$

The starting values are $u(0)=0$ and $u'(0)=i\pi/\xi$, so $u=i\sin(\pi\sigma z)/(\xi\sigma)$. At the exit surface

$$I_g=\frac{\sin^2(\pi t\sigma)}{(\xi\sigma)^2}. \tag{2}$$

**Zeros.** The intensity vanishes when $t\sigma=n$ with $n$ a positive integer, that is, when

$$s^2=\frac{n^2}{t^2}-\frac1{\xi^2}. \tag{3}$$

Division by $n^2$ gives (1). Equation (3) also restricts $n$. At the Bragg line $t\sigma=t/\xi$, and $t\sigma$ grows with $|s|$. The first zero away from the line is therefore at the next integer above $t/\xi$:

$$n_1=\lfloor t/\xi\rfloor+1. \tag{4}$$

Numbering from 1 is right if $t<\xi$. With $\xi=160$ nm, foils of 100, 235 and 370 nm begin at 1, 2 and 3.

Two features of the pattern can upset the count. First, (2) may have a local minimum at $s=0$ that is not a zero. Because

$$\frac{d\ln I_g}{d\sigma}=2\pi t\cot(\pi t\sigma)-\frac2\sigma,$$

the intensity rises away from the Bragg line if $(\pi t/\xi)\cot(\pi t/\xi)>1$. The 370 nm foil has such a dip, with intensity 0.691 of the incident beam. It carries no integer. Second, if $t/\xi$ lies just below an integer, (3) puts the first zero very close to the Bragg line, where it can merge with its partner on the other side. If it is missed, the next fringe receives its integer and all the integers are too low by one.

## What a wrong integer does

Suppose each fringe is given $N=n+m$ in place of $n$, with the same error $m$ throughout. Write $x=1/N^2$ and $y=(s/N)^2$. Substituting $n=N-m$ in (3),

$$y=\frac{(N-m)^2}{N^2t^2}-\frac1{N^2\xi^2}
=\frac1{t^2}-\frac{2m}{t^2}\sqrt x+\left(\frac{m^2}{t^2}-\frac1{\xi^2}\right)x. \tag{5}$$

The term in $\sqrt x$ spoils the line. Its effect on the curvature is

$$\frac{d^2y}{dx^2}=\frac{m}{2t^2}x^{-3/2},$$

so integers that are too high give a convex plot and integers that are too low give a concave one. A strictly convex or concave curve meets a straight line in at most two points. Three fringes are thus the fewest that can expose the error by curvature. Two fringes fit a line under any numbering, although a positive slope would still contradict (1).

The slope between neighbouring points $N$ and $N'$ follows from $(\sqrt{x'}-\sqrt x)/(x'-x)=1/(\sqrt{x'}+\sqrt x)=NN'/(N+N')$:

$$\frac{\Delta y}{\Delta x}=\frac{m^2}{t^2}-\frac1{\xi^2}-\frac{2m}{t^2}\,\frac{NN'}{N+N'}. \tag{6}$$

For $m=-1$ the last term is positive and grows with $N$. Its smallest value here is at $N=1$, $N'=2$, where $NN'/(N+N')=2/3$. Every slope is then positive if $(1+4/3)/t^2>1/\xi^2$, that is, if $t/\xi<\sqrt{7/3}\approx1.53$. This explains the sign found in the tempting solution, once the fit below has shown that $t/\xi$ is about 1.47. The sign is not a general warning: in a thicker foil some or all of the slopes can stay negative with $m=-1$.

The intercept fails for a related reason. Equation (5) does tend to $1/t^2$ as $x\to0$, whatever $m$ is. But the $\sqrt x$ term dies away slowly. At the last fringe, $N=6$, it still amounts to $2/6$ of $1/t^2$, and a straight line cannot follow the remaining descent.

## The right solution

The integer can be found before any line is drawn. Count the fringes $i=0,1,\dots,5$ and put $n=n_1+i$ in (3):

$$s^2=\frac{1}{t^2}i^2+\frac{2n_1}{t^2}i+\left(\frac{n_1^2}{t^2}-\frac1{\xi^2}\right).$$

This is a parabola $ai^2+bi+c$ whose coefficients require no assignment. Its curvature gives $t$, and $n_1=b/(2a)$. A least-squares parabola through the six values of $s^2$ has $a=17.944$ and $b=73.006$, in $10^{-6}\ \text{nm}^{-2}$, so

$$n_1=\frac{73.006}{2\times17.944}=2.034 .$$

The first integer is 2. The points for the straight line are then as follows.

| $n$ | $s$ (nm⁻¹) | $1/n^2$ | $(s/n)^2$ ($10^{-6}$ nm⁻²) |
|---|---|---|---|
| 2 | 0.005745 | 0.25000 | 8.251 |
| 3 | 0.011121 | 0.11111 | 13.743 |
| 4 | 0.015835 | 0.06250 | 15.672 |
| 5 | 0.020328 | 0.04000 | 16.529 |
| 6 | 0.024747 | 0.02778 | 17.011 |
| 7 | 0.029092 | 0.02041 | 17.273 |

The unweighted least-squares line has slope $-39.378\times10^{-6}\ \text{nm}^{-2}$ and intercept $18.105\times10^{-6}\ \text{nm}^{-2}$. Hence

$$t=\frac{1}{\sqrt{18.105\times10^{-6}}}\ \text{nm}=235.0\ \text{nm},\qquad
\xi=\frac{1}{\sqrt{39.378\times10^{-6}}}\ \text{nm}=159.4\ \text{nm}.$$

The ratio $t/\xi\approx1.47$ agrees with (4). The values used to generate the readings were 235 nm and 160 nm. Repeating the fit with random rounding errors of the same size gives standard deviations of 0.14 nm in $t$ and 0.57 nm in $\xi$, so both results lie within about one standard deviation of the input. The parabola alone gives $t=236.1$ nm. It serves to choose the integer, and the line, with the integer fixed, gives the values. At this reading precision $n_1$ scatters by only about 0.03. The scatter grows in proportion to the reading error: at an rms error of 0.03 mrad it is about 0.3, and $n_1$ rounds to a wrong integer in about one pattern in eight.

## The more dangerous error

Now number the same fringes 3 to 8, so that $m=+1$. The fitted slope is $-98.878\times10^{-6}\ \text{nm}^{-2}$, with the proper sign, and the results are $t=264.0$ nm and $\xi=100.6$ nm. Relative to the input, the thickness is 12% too large and the extinction distance 37% too small. Neither number is absurd. Their ratio is 2.626, for which (4) predicts a first integer of 3, the very one assumed. Agreement with (4) therefore does not prove the numbering. The coefficient of determination is $R^2=0.990$, which looks like a good line.

The curvature gives the error away. Between the first two points, $N=3$ and 4, the slope in units of $10^{-6}\ \text{nm}^{-2}$ is

$$\frac{7.730-3.667}{0.06250-0.11111}\approx-84,$$

while between $N=7$ and 8 it is about $-152$. With the right integers, the same two pairs of fringes give about $-39.5$ and $-36$. The rounding of the readings alone makes the second of these uncertain by about 5, so they show no significant bend.

Whether such a bend is significant depends on the reading error. A reading rounded to 0.01 mrad has an rms error $0.01/\sqrt{12}=0.0029$ mrad. Since $y=s^2/N^2$, an error $\sigma_s=g\sigma_\delta$ in $s$ becomes

$$\sigma_y=\frac{2s\,\sigma_s}{N^2}.$$

Fitting lines with weights $1/\sigma_y^2$ and summing the squared residuals in units of $\sigma_y^2$ gives $\chi^2=1.5$ for the right integers, 3154 for $m=-1$ and 1027 for $m=+1$. Six points and two fitted constants leave four degrees of freedom, so a value near 4 is expected. Both wrong assignments are excluded, though $R^2$ alone might have let one pass.

Coarser readings weaken this verdict. The bend in (5) is fixed, while $\sigma_y$ is proportional to the reading error, so the part of $\chi^2$ due to the bend falls as $1/\sigma_\delta^2$. For independent errors and fixed weights, the mean of $\chi^2$ is this part plus 4. For $m=+1$ the two are equal at $\sigma_\delta=0.048$ mrad, or 0.26% of the disc separation $2\theta_B=18.47$ mrad. Simulated readings with that error gave a mean $\chi^2$ of 8.2, near the expected 8. A $\chi^2$ with four degrees of freedom scatters by $\sqrt8\approx2.8$ even when the line is right, so at this error one pattern no longer settles the integer reliably. The loss begins well before that point. In simulated patterns the numbering $m=+1$ stays below the 5% threshold $\chi^2=9.49$ in about two thirds of cases at 0.048 mrad, in about 28% at 0.03 mrad and in under 2% at 0.02 mrad, so the readings should be good to about 0.02 mrad rms. These figures hold for these six fringes, this $t$ and this $\xi$.

## What a real silicon foil changes

The extinction distance of 160 nm is a rough value for silicon 400 at 200 kV. A lamella thinner than this distance has its first fringe at $n=1$; the 235 nm foil was chosen so that the numbering starts higher. The largest reading, 3.95 mrad, is well below $\theta_B=9.24$ mrad, so the fringes fit in a disc centred on the Bragg line without overlap of its neighbours in the 400 row. Reflections outside the row can lie closer and may require a smaller disc.

**Other beams in the row.** The beams $2g$ and $-g$ are also weakly excited. When $g$ is at Bragg, both have deviation $-D$, with $D=\lambda g^2=0.13604\ \text{nm}^{-1}$. Because $D$ is much larger than $1/\xi$, their amplitudes follow the two strong beams. Setting the slow part of $\phi_{2g}'$ to zero gives

$$\phi_{2g}\simeq\frac1{2D}\left(\frac{\phi_0}{\xi_{800}}+\frac{\phi_g}{\xi}\right).$$

This beam scatters back into $g$ with strength $1/\xi$ and so adds $1/(2D\xi\xi_{800})$ to the coupling between 0 and $g$. By the same argument $-g$ adds an equal amount. The terms that shift 0 and $g$ themselves are equal and cancel at the Bragg line. To this order

$$\xi_{\text{app}}=\frac{\xi}{1+1/(D\xi_{800})}=157.7\ \text{nm}$$

for a rough $\xi_{800}=500$ nm. A six-beam calculation, refitted with the half-separations of fringes on the two sides of the Bragg line, gives $\xi=157.9$ nm and $t=235.2$ nm. The extinction distance moves by 1.3%, more than its rounding error, and the thickness by 0.1%. Only the 400 and 800 couplings are kept here. More beams leave the result unchanged, but adding a 12 0 0 coupling with an extinction distance of 1000 nm lowers the fitted $\xi$ by a further 0.15 nm.

**Absorption.** With a rough absorptive coupling of 1/30 of the elastic one, and a mean absorption of the same strength, the first minimum keeps an intensity of 0.005 of the incident beam. No minimum moves by more than 0.0014 mrad, less than the reading step, and the fitted $\xi$ rises by about 0.25 nm. The shift grows roughly as the square of the ratio: at 1/15 it reaches 0.005 mrad and raises the fitted $\xi$ by 1 nm, more than its rounding error, while $t$ changes by less than 0.1 nm.

**Foil tilt and surface damage.** The fringes measure the crystalline thickness along the beam. If the foil is tilted by 10° about $\mathbf g$, this path is $1/\cos 10^\circ$ times the thickness, or 1.5% longer, and the fitted $t$ must be corrected for it. A lamella finished with 30 kV gallium ions may carry an amorphous layer of roughly 20 nm on each face. The whole foil would then be about 40 nm thicker than the fitted 235 nm, a far larger difference than the rounding error of the correctly numbered fit. Foil bending, a wedge shape and reflections outside the row have not been sized here.

The numerical output below lists the readings, the three fits and the effects of the other beams and of absorption.

## Values computed for the example and the checks

```
accelerating voltage = 200 kV
electron wavelength = 2.5079 pm
Si 400 spacing d = 0.13578 nm, g = 7.3651 1/nm
Bragg angle = 9.236 mrad
lambda/d^2 = 0.13604 1/nm
input t = 235.0 nm, input xi = 160.0 nm
input t/xi = 1.4688
first integers for t = 100, 235, 370 nm: [1, 2, 3]
central-dip intensity at t = 370 nm = 0.691
reading step = 0.01 mrad, rms = 0.00289 mrad
right integers: n, delta (mrad), s (1/nm), 1/n^2, y (1e-6 nm^-2)
  2  0.78  0.005745  0.25000  8.251
  3  1.51  0.011121  0.11111  13.743
  4  2.15  0.015835  0.06250  15.672
  5  2.76  0.020328  0.04000  16.529
  6  3.36  0.024747  0.02778  17.011
  7  3.95  0.029092  0.02041  17.273
wrong integers: N, 1/N^2, y for m=-1; N, 1/N^2, y for m=+1 (y in 1e-6 nm^-2)
  1  1.00000  33.002;  3  0.11111  3.667
  2  0.25000  30.921;  4  0.06250  7.730
  3  0.11111  27.861;  5  0.04000  10.030
  4  0.06250  25.826;  6  0.02778  11.478
  5  0.04000  24.496;  7  0.02041  12.498
  6  0.02778  23.510;  8  0.01562  13.224
m=+0: slope = -39.378, intercept = 18.105 (1e-6 nm^-2), R^2 = 0.99997, chi2 = 1.5
m=-1: slope = 8.318, intercept = 25.535 (1e-6 nm^-2), R^2 = 0.70422, chi2 = 3153.9
m=+1: slope = -98.878, intercept = 14.343 (1e-6 nm^-2), R^2 = 0.99000, chi2 = 1026.9
right fit: t = 235.02 nm, xi = 159.36 nm
spread from rounding: t 0.14 nm, xi 0.57 nm
m=-1 fit: t = 197.9 nm, no real xi
m=+1 fit: t = 264.0 nm, xi = 100.6 nm, t/xi = 2.626
parabola: a = 17.944, b = 73.006, c = 32.900 (1e-6 nm^-2)
parabola: t = 236.07 nm, first integer = 2.034
rms reading error that hides m=+1 = 0.0478 mrad
mean chi2 at that error = 8.22 (4 deg. of freedom)
rough xi of 800 = 500 nm
six-beam row refit: t = 235.22 nm, xi = 157.91 nm
second-order estimate of row xi = 157.68 nm
rough absorption ratio = 0.0333
largest absorption shift of a minimum = 0.00134 mrad
intensity left at first minimum by absorption = 0.00508
```
